# Why Weyl-node chiralities in a periodic lattice sum to zero

## Result and setting

In a periodic crystal, let bands $n$ and $n+1$ touch only at isolated Weyl nodes with chiralities $\chi_j=\pm1$. Then

$$\sum_j\chi_j=0. \tag{1}$$

The sum runs over all nodes of this one gap in the whole Brillouin zone, whatever their energies.

The Bloch matrix $H(\mathbf k)$ is an $N\times N$ Hermitian matrix, smooth in $\mathbf k$. The components $k_x,k_y,k_z$ are angles along a right-handed reciprocal basis, and $H$ is unchanged when any of them grows by $2\pi$. The zone is therefore a three-dimensional torus, a closed space without edges.

At a node exactly two levels meet. Let the columns of $W(\mathbf k)$ be a smooth orthonormal basis of these two levels near the node $\mathbf k_j$. Any Hermitian $2\times2$ matrix is a combination of the identity and the Pauli matrices, so

$$W^\dagger HW=e_0(\mathbf q)+\mathbf d(\mathbf q)\cdot\boldsymbol\sigma,\qquad \mathbf q=\mathbf k-\mathbf k_j,\qquad \mathbf d(0)=0. \tag{2}$$

The levels are $e_0\pm|\mathbf d|$. With $v_{ia}=\partial d_a/\partial q_i$ at $\mathbf q=0$, a Weyl node is a touching with $\det v\neq0$, and its chirality is $\chi=\operatorname{sgn}\det v$. Another constant choice of basis rotates $\mathbf d$ by a proper rotation and leaves $\det v$ unchanged. The term $e_0$ may tilt the cone, but it does not enter the eigenvectors or $\chi$.

## First derivation: Berry flux through slices

**The Chern number of a slice.** For the lowest $n$ bands define

$$\mathbf A=i\sum_{m\le n}\langle u_m|\nabla u_m\rangle,\qquad \boldsymbol\Omega=\nabla\times\mathbf A,\qquad C(k_z)=\frac1{2\pi}\int\Omega_z\,dk_x\,dk_y. \tag{3}$$

If the $n$ states are mixed by a unitary matrix $U(\mathbf k)$, the trace in $\mathbf A$ gives

$$\mathbf A\to\mathbf A+i\operatorname{Tr}U^\dagger\nabla U=\mathbf A+i\nabla\ln\det U. \tag{4}$$

The added term is locally a gradient and has no curl. Hence $\boldsymbol\Omega$ depends only on the space spanned by the lower bands. That space is smooth and periodic wherever the gap above band $n$ is open, even if lower bands cross among themselves.

On a slice without nodes $C$ is an integer. To see this, cut the slice into thin strips along $k_x$, and in each strip choose states periodic in $k_x$. Let $\phi(k_y)=\oint A_x\,dk_x$. Stokes' theorem, with the boundary run anticlockwise, counts the lower edge positively and the upper edge negatively, while the two ends cancel:

$$\int_{\rm strip}\Omega_z\,dk_x\,dk_y=\phi(k_y)-\phi(k_y+\delta). \tag{5}$$

By (4), a change of basis alters $\phi$ by a multiple of $2\pi$, so $e^{i\phi}$ is well defined and periodic in $k_y$. Adding the strips gives $2\pi C=-\Delta\phi$, where $\Delta\phi$ is the change of $\phi$ followed continuously once round. Periodicity of $e^{i\phi}$ makes $\Delta\phi$ a multiple of $2\pi$.

**The change between two slices.** Take gapped slices at $z_1<z_2$, and remove a small ball around each node between them. In what remains, $\nabla\cdot\boldsymbol\Omega=0$, because a curl has no divergence. Gauss' theorem equates the flux out through the outer faces with the flux out of the balls. The side faces cancel by periodicity. The top face contributes $2\pi C(z_2)$ and the bottom face, whose outward normal points down, $-2\pi C(z_1)$. Therefore

$$C(z_2)-C(z_1)=\sum_{z_1<k_{z,j}<z_2}Q_j,\qquad Q_j=\frac1{2\pi}\oint_j\boldsymbol\Omega\cdot d\mathbf S. \tag{6}$$

With no node between the slices, $C$ does not change.

**The flux of one node.** Split $\mathbf A$ near the node into the part of the lowest $n-1$ bands and the part of band $n$. The lowest $n-1$ bands are separated from the two meeting levels, so they have a smooth basis throughout the ball, and their curvature has no net flux out of it. For band $n$ write $u_n=Wc$, where $c$ is the lower eigenvector of $\mathbf d\cdot\boldsymbol\sigma$. The product rule and $W^\dagger W=1$ give

$$\mathbf A_n=i\,c^\dagger W^\dagger\nabla(Wc)=i\,c^\dagger\nabla c+c^\dagger(iW^\dagger\nabla W)c. \tag{7}$$

The last term does not depend on the phase of $c$, so it is a single-valued vector field on the surface of the ball. The curl of such a field has no net flux through a closed surface. The first term remains, and it depends on $\mathbf q$ only through the direction of $\mathbf d$. With polar angles $\theta,\varphi$ for that direction,

$$c=\begin{pmatrix}-\sin(\theta/2)\,e^{-i\varphi}\\ \cos(\theta/2)\end{pmatrix},\qquad A_\theta=0,\qquad A_\varphi=i\sin^2\tfrac\theta2\,(-i)=\sin^2\tfrac\theta2 . \tag{8}$$

The curvature per $d\theta\,d\varphi$ is $\partial_\theta A_\varphi=\tfrac12\sin\theta$, which is half the element of solid angle. In $\mathbf d$-space the outward flux is thus $\tfrac12\cdot4\pi=2\pi$.

To carry this back to $\mathbf q$-space, note that $\det v\ne0$ makes $\mathbf d$ a valid set of local coordinates. Choose as the closed surface the one on which $|\mathbf d|$ has a small constant value; the flux is the same for any surface enclosing the node alone. The map from $\mathbf q$ to $\mathbf d$ covers the sphere once, keeping the outward orientation if $\det v>0$ and reversing it if $\det v<0$. Hence

$$Q_j=\operatorname{sgn}\det v=\chi_j. \tag{9}$$

**Once round the zone.** Start at a gapped slice $z_0$ and raise $k_z$ by $2\pi$. Each node is crossed once, and the final slice is the initial one:

$$0=C(z_0+2\pi)-C(z_0)=\sum_j\chi_j. \tag{10}$$

This proves (1). Nodes at equal height are crossed together, and the jump is then the sum of their chiralities. The integer value of $C$ was not needed for (10), but it is what makes $C$ a label for each gapped slice.

**Where the jump sits.** For the isotropic cone $\mathbf d=\mathbf q$, equation (8) corresponds to $\boldsymbol\Omega=\mathbf q/(2q^3)$. A disc of radius $R$ at height $s$ above the node carries the flux

$$\int_0^R\frac{s\,2\pi\rho\,d\rho}{2(\rho^2+s^2)^{3/2}}=\pi\operatorname{sgn}(s)\left[1-\frac{|s|}{\sqrt{R^2+s^2}}\right]. \tag{11}$$

As $s\to0$ at fixed $R$, the disc contributes $-\tfrac12$ to $C$ from below and $+\tfrac12$ from above. The rest of the slice changes continuously. The unit jump therefore comes from an arbitrarily small neighbourhood of the node.

## Second derivation: curves of fixed direction

Now let $N=2$, so that $H=e_0+\mathbf d\cdot\boldsymbol\sigma$ holds with one smooth periodic $\mathbf d(\mathbf k)$ throughout the zone. Nodes are the zeros of $\mathbf d$. No Berry curvature is needed for this proof.

Choose a fixed direction in $\mathbf d$-space, and rotate the axes so that it is the third one. Consider the set

$$L=\{\mathbf k:\ d_1=d_2=0,\ d_3>0\}. \tag{12}$$

Two equations in three dimensions normally define curves. They do so here if

$$\mathbf T=\nabla d_1\times\nabla d_2\neq0\quad\text{on }L. \tag{13}$$

Away from the nodes, $\mathbf d/|\mathbf d|$ is a smooth map from the zone to the sphere of directions, and a direction satisfies (13) exactly when it is a regular value of this map. By Sard's theorem almost every value of a smooth map is regular, so almost every direction will do. The vector $\mathbf T$ is then tangent to the curves and gives each one an arrow.

A curve can end only where $d_3$ falls to zero. There all three components vanish, so the end is a node. Conversely, near a node $\mathbf d$ serves as a set of local coordinates, in which $L$ is the positive third axis. Exactly one curve therefore ends at each node.

The direction of the arrow follows from the chirality. Let $\mathbf q$ point from the node along the curve. Since $d_1$ and $d_2$ stay zero, $\mathbf q$ is perpendicular to both their gradients, so to leading order $\mathbf q=s\mathbf T$. Since $d_3$ must grow from zero,

$$0<\mathbf q\cdot\nabla d_3=s\,(\nabla d_1\times\nabla d_2)\cdot\nabla d_3=s\det v. \tag{14}$$

Thus $s$ has the sign $\chi$. The arrow leaves a node with $\chi=+1$ and enters a node with $\chi=-1$.

The zone is closed and bounded, and so is $L$ once the nodes are added to it. It therefore consists of finitely many closed loops and finitely many arcs. Each arc has one end where its arrow leaves and one where it enters, hence one node of each chirality. Every node is an end of one arc, and (1) follows.

**The slice in this picture.** By (8), $2\pi C$ is half the signed solid angle swept by $\mathbf d/|\mathbf d|$ over the slice. A map from the closed slice to the sphere covers it a whole number of times, so $C$ is this number. It can be found by counting, with orientation, the points where $\mathbf d$ has the chosen direction. Near such a point the orientation is the sign of $\partial_xd_1\partial_yd_2-\partial_yd_1\partial_xd_2=T_z$. Hence

$$C(k_z)=\sum_{L\,\cap\,\text{slice}}\operatorname{sgn}T_z, \tag{15}$$

provided that no curve is tangent to the slice. The Chern number counts arrows going up minus arrows going down, and it changes when an arc begins or ends.

## A model with six nodes

Take a simple cubic lattice with $a=0.5$ nm and

$$\mathbf d=\bigl(t\sin k_x,\ t\sin k_y,\ t_0(\cos k_z-g)+m_x(1-\cos k_x)+m_y(1-\cos k_y)\bigr), \tag{16}$$

with $t=t_0=0.4$ eV, $m_x=0.16$ eV, $m_y=0.24$ eV and $g=0.5$. Physical wave numbers are $k_i/a$.

The first two components vanish on four vertical lines, where $k_x$ and $k_y$ are each $0$ or $\pi$. Setting $d_3=0$ on them gives

- $(0,0)$: $\cos k_z=0.5$;
- $(\pi,0)$: $\cos k_z=0.5-0.32/0.4=-0.3$;
- $(0,\pi)$: $\cos k_z=0.5-0.48/0.4=-0.7$;
- $(\pi,\pi)$: $\cos k_z=0.5-0.80/0.4=-1.5$, which has no solution.

There are six nodes. At each, $v$ is diagonal, and

$$\det v=-t^2t_0\cos k_x\cos k_y\sin k_z. \tag{17}$$

The table follows $C$ upwards from the zone face, where $C=+1$.

| Line $(k_x,k_y)$ | $k_z/a$ (nm⁻¹) | $\chi$ | $C$ above node |
|---|---:|---:|---:|
| $(0,\pi)$ | −4.69 | −1 | 0 |
| $(\pi,0)$ | −3.75 | −1 | −1 |
| $(0,0)$ | −2.09 | +1 | 0 |
| $(0,0)$ | 2.09 | −1 | −1 |
| $(\pi,0)$ | 3.75 | +1 | 0 |
| $(0,\pi)$ | 4.69 | +1 | +1 |

The values of $C$ come from numerical integration of the curvature on a $120\times120$ mesh, on slices midway between neighbouring nodes. They lie within $10^{-9}$ of integers.

Equation (15) gives them by hand. On the four lines $T_z=t^2\cos k_x\cos k_y$ has the signs $+,-,-,+$, in the order listed above. At $k_z=0$ all four lines have $d_3>0$, so $C=1-1-1+1=0$. At $k_z=\pi$ the values of $d_3$ are $-0.60$, $-0.28$, $-0.12$ and $+0.20$ eV. Only the last line counts, and $C=+1$.

The arcs depend on the direction chosen. For $d_3>0$, the arc on the line $(0,0)$ joins its two nodes through $k_z=0$. For the opposite direction it joins them through $k_z=\pi$. Other directions can change the partners. For $d_2=d_3=0$, $d_1>0$, an arc in the plane $k_y=0$ follows $\cos k_z=0.5-0.4(1-\cos k_x)$ from $k_x=0$ to $\pi$, and joins the node at $k_z/a=2.09$ nm⁻¹ to the one at $3.75$ nm⁻¹. The arcs prove the cancellation but do not define a physical pairing.

**Half a zone.** For $0<k_z<\pi$ the chiralities add to $-1+1+1=+1$. This equals $C(\pi)-C(0)=1-0$, as (6) requires. A half zone is not closed in $k_z$, so its sum need not vanish.

**Less symmetry and more bands.** In (16), $d_1$ and $d_2$ are odd in $\mathbf k$ and $d_3$ is even. Reversing $\mathbf k$ therefore reverses the sign of $\det v$, and this inversion symmetry alone would give a zero sum. The theorem does not need it. Two three-band models with random complex on-site and nearest-neighbour matrices, and no imposed symmetry, were searched for touchings by Newton's method. The first had 2 nodes in each of its two gaps, and the second had 10 in the lower gap and 6 in the upper. The chiralities summed to zero in each gap separately.

## Merging nodes and other touchings

Add a uniform term $\Delta\,\sigma_z$ to the model. On the line $(0,\pi)$ the nodes move to

$$\cos k_z=-0.7-\Delta/t_0. \tag{18}$$

They meet at $k_z=\pi$ when $\Delta=0.3\times0.4=0.12$ eV. This is also the half gap midway between them before the shift. The numerical search finds six nodes at $\Delta=0.096$ eV and four at $0.144$ eV, with zero total chirality in both cases. At the merger $\det v=0$, so $\operatorname{sgn}\det v$ is undefined there. The flux through a gapped sphere is still defined. Cut the sphere into strips along circles of latitude and repeat the argument of (5). Since $e^{i\phi}=1$ at both poles, the flux is $2\pi$ times an integer. It varies continuously with $\Delta$ while the sphere stays gapped, so it is fixed. Around both nodes it remains zero. Around a single node it remains $2\pi\chi$, so a single Weyl node cannot disappear alone.

If an isolated touching is not linear, $\chi_j$ is replaced by the flux $Q_j$, and (10) still holds. An example is $\mathbf d\approx((q_x^2-q_y^2)/2,\ q_xq_y,\ q_z)$. Here $d_1+id_2=(q_x+iq_y)^2/2$, so one turn of $\mathbf q$ about the $z$ axis gives two turns of $\mathbf d$. The sphere of directions is covered twice with positive orientation, and $Q=2$. If the bands instead touch along a line, no small ball encloses an isolated touching, and the argument does not apply as stated.

## Scale of the example in a narrow conductor

The largest cone velocity in the model is $3.0\times10^5$ m/s, or $\hbar v=0.20$ eV nm. The model does not describe the TaAs family of Weyl semimetals. Those compounds keep time-reversal symmetry, which reverses $\boldsymbol\Omega$ between $\mathbf k$ and $-\mathbf k$ and so forces $C=0$ on the slice $k_z=\pi$ whenever that slice is gapped; here $C=1$. The merging pair is $2(6.28-4.69)=3.2$ nm⁻¹ apart, whereas the close pairs in TaAs are less than 1 nm⁻¹ apart.

A real wire breaks the assumption of an infinite perfect crystal. Standing waves across a width $L=10$ nm differ in wave number by $\pi/L$, so the level spacing is about $\pi\hbar v/L=0.063$ eV. An assumed mean free path $\ell=10$ nm gives a broadening $\hbar v/(2\ell)=0.010$ eV, and $k_BT=0.026$ eV at 300 K. All are below the 0.12 eV bulk half gap midway between the merging nodes, but the confinement spacing is half of it. This estimate counts bulk standing waves only. Between these nodes $C=1$, so a wire along $z$ also carries a chiral surface state running round its perimeter. For a square section its levels are spaced by about $2\pi\hbar v/(4L)=0.031$ eV, and they lie inside the bulk half gap. For a parabolic $d_3$ with roots a distance $\delta$ apart, the midway value is $\hbar v_z\delta/4$. At fixed curvature $v_z$ itself is proportional to $\delta$. The unshifted pair has $\hbar v_z=0.14$ eV nm. Shifted by (18) to $\delta=1$ nm⁻¹, it has $\hbar v_z=t_0a\sin(\delta a/2)=0.05$ eV nm and a midway value of only 0.012 eV. Even with 0.14 eV nm the value would be about 0.04 eV, less than the confinement spacing. The two cones are separate only at energies below the midway value, measured from the nodes. By this rough estimate the bulk standing-wave levels are too widely spaced to show so close a pair as two cones. The sum rule for the bulk Bloch matrix is unaffected.

## What each derivation assumes

Both derivations need a smooth $H$, isolated touchings and a zone closed in all three directions. They use closure differently. In the first, side faces cancel and the last slice is the first. In the second, a curve has no boundary of the zone at which to end.

The flux derivation holds for any number of bands. It needs a gap above band $n$ away from the nodes, and near each node it needs the two meeting levels to be separate from the others. It also accepts nonlinear isolated touchings once their flux is known.

The curve derivation, as given, needs a two-band matrix with one vector $\mathbf d$ defined throughout the zone, and a direction that satisfies (13). In return it uses only gradients and the ends of curves, and it gives the slice Chern numbers by counting points. For more bands, (2) supplies $\mathbf d$ near each node but not across the zone, and the flux derivation is then the one that applies.

Numerical values quoted here were computed with a short program.
